# Current-induced spin density in a Rashba gas with both branches occupied

## Problem

Electrons of charge $-e$ (with $e>0$) and effective mass $m$ move in the $xy$ plane with the Hamiltonian

$$H=\frac{\hbar^2k^2}{2m}+\alpha\,(k_y\sigma_x-k_x\sigma_y).$$

They scatter from randomly placed, spin-independent impurities of areal density $n_i$, each with the potential $u\,\delta(\mathbf r-\mathbf R_i)$. The temperature is zero and the chemical potential $\mu$ is positive, so both spin-split branches are occupied. A weak uniform field $\mathbf E=E\hat{\mathbf x}$ drives a steady current.

(a) Find the spin density $\mathbf S$, the angular momentum per area with spin operator $\hbar\boldsymbol\sigma/2$. Show that it is linear in $\alpha$ and perpendicular to the field.

(b) Express it through the current density.

(c) Evaluate it for $m=0.05\,m_e$, $\alpha=20$ meV nm, electron density $n=10^{16}\ \mathrm{m^{-2}}$, scattering time $\tau=1$ ps and $E=100$ V/m.

The scattering time stands for the disorder strength:

$$\frac1\tau=\frac{2\pi}{\hbar}\,n_iu^2N_0,\qquad N_0=\frac{m}{2\pi\hbar^2},$$

where $N_0$ is the density of states per spin at $\alpha=0$. Work to first order in $E$, in the Born approximation, and to leading order in large $\tau$: $\hbar/\tau$ is small compared with both $\mu$ and the branch splitting.

## A tempting solution

**Branches.** With $\mathbf k=k(\cos\phi,\sin\phi)$ and the unit vector $\mathbf t(\phi)=(\sin\phi,-\cos\phi,0)$, the spin-orbit term is $\alpha k\,\mathbf t\cdot\boldsymbol\sigma$. Since $(\mathbf t\cdot\boldsymbol\sigma)^2=1$, its eigenvalues are $s\alpha k$ with $s=\pm1$:

$$E_s=\frac{\hbar^2k^2}{2m}+s\alpha k,\qquad \langle\boldsymbol\sigma\rangle_s=s\,\mathbf t(\phi).$$

Define $k_R=m\alpha/\hbar^2$. The condition $E_s=\mu$ becomes $k^2+2sk_Rk-2m\mu/\hbar^2=0$, so $k=-sk_R\pm q$ with

$$q=\sqrt{k_R^2+2m\mu/\hbar^2}.$$

For $\mu>0$ we have $q>|k_R|$, and each branch has one positive root,

$$k_s=q-sk_R.$$

The radial velocity there is

$$v=\frac1\hbar\frac{dE_s}{dk}=\frac{\hbar k_s}{m}+\frac{s\alpha}{\hbar}=\frac{\hbar}{m}(k_s+sk_R)=\frac{\hbar q}{m},$$

the same in both branches. The densities of states differ:

$$\nu_s=\int\!\frac{d^2k}{(2\pi)^2}\,\delta(E_s-\mu)=\frac{k_s}{2\pi\hbar v}.$$

Using $k_++k_-=2q$, $k_+-k_-=-2k_R$ and $v=\hbar q/m$,

$$\sum_s\nu_s=2N_0,\qquad \sum_s s\,\nu_s=-2N_0\frac{k_R}{q}.$$

**Distribution.** The force is $F=-eE$ along $x$. Let every disturbance of the distribution decay with the time $\tau$:

$$\frac F\hbar\frac{\partial f_s}{\partial k_x}=-\frac{f_s-f_0}{\tau}.$$

To first order in $F$ we may put $f_0$ on the left, where $\partial f_0/\partial k_x=\hbar v\cos\phi\,\partial f_0/\partial E$. Hence

$$\delta f_s=\left(-\frac{\partial f_0}{\partial E}\right)g_s(\phi),\qquad g_s=Fv\tau\cos\phi .$$

**Spin.** At zero temperature $-\partial f_0/\partial E=\delta(E-\mu)$. Writing $\langle\cdots\rangle$ for an average over angle, the spin density is

$$\mathbf S=\frac\hbar2\sum_s\nu_s\,\langle s\,\mathbf t(\phi)\,g_s(\phi)\rangle .$$

The equilibrium part is absent because $\langle\mathbf t\rangle=0$. With $\langle\cos^2\phi\rangle=\tfrac12$,

$$S_y=-\frac\hbar4Fv\tau\sum_ss\,\nu_s=\frac\hbar2Fv\tau N_0\frac{k_R}{q}=\frac12FN_0\alpha\tau,$$

where $vk_R/q=\hbar k_R/m=\alpha/\hbar$ was used. The proposed answer is therefore

$$S_y\overset{?}{=}-\frac{eE\tau m\alpha}{4\pi\hbar^2}.$$

It is linear in $\alpha$, perpendicular to the field and dimensionally correct. For the disorder stated in the problem it is nevertheless wrong.

## Where the fault lies

The band structure and the spin sum are sound. The doubtful step is the decay law. It counts electrons scattered out of a state and leaves out the anisotropic part of those scattered in. For spinless electrons and point impurities this is justified: the scattering is isotropic, so the electrons arriving in a state carry no memory of their earlier direction. Here the impurity potential is still isotropic, but it conserves spin, and the spin is tied to the direction of motion.

The scattering probability contains the overlap of the two spinors. With the projectors $P=\tfrac12(1+s\,\mathbf t\cdot\boldsymbol\sigma)$ and $P'=\tfrac12(1+s'\,\mathbf t'\cdot\boldsymbol\sigma)$, it is

$$\mathrm{Tr}\,PP'=\tfrac12\left(1+ss'\,\mathbf t\cdot\mathbf t'\right)=\tfrac12\left[1+ss'\cos(\phi-\phi')\right].$$

The last step uses $\mathbf t\cdot\mathbf t'=\sin\phi\sin\phi'+\cos\phi\cos\phi'$.

Consider an electron with spin direction $\mathbf p=s\mathbf t$. By the golden rule its total scattering rate is

$$\frac{2\pi}\hbar n_iu^2\sum_{s'}\nu_{s'}\left\langle\tfrac12(1+\mathbf p\cdot\mathbf p')\right\rangle=\frac{2\pi}\hbar n_iu^2N_0=\frac1\tau,$$

because $\langle\mathbf p'\rangle=0$ and $\sum\nu_{s'}=2N_0$. So $\tau$ is the correct lifetime in both branches, and the fault is not there. Now find the mean spin direction after one collision. Dividing the weighted sum by the same normalization $N_0$,

$$\frac1{N_0}\sum_{s'}\nu_{s'}\left\langle\tfrac12(1+\mathbf p\cdot\mathbf p')\,\mathbf p'\right\rangle=\frac1{N_0}\,(2N_0)\,\frac12\,\frac{\mathbf p}2=\frac{\mathbf p}{2}.$$

Here $\langle\mathbf p'(\mathbf p\cdot\mathbf p')\rangle=\mathbf p/2$, since $\mathbf p'$ is a unit vector distributed evenly over a circle in the plane. **A collision preserves, on average, half of the electron's spin direction.** The uniform decay law assumes that it preserves none.

When $|k_R|\ll q$, the electrical current gives little warning of this. With $g_s=Fv\tau\cos\phi$, the tempting distribution carries

$$j=-e\sum_s\nu_s\langle v\cos\phi\,g_s\rangle=-\frac{eF}{2}v^2\tau\,(2N_0)=\frac{e^2E\tau}{m}\,\frac{q^2}{2\pi}.$$

The correct current, found below, has $(q^2+k_R^2)/2\pi$ in place of $q^2/2\pi$. The relative error is $k_R^2/(q^2+k_R^2)$, measured against the correct current. For $|k_R|\ll q$ it is of second order in $\alpha$, whereas the spin density is wrong by a factor of two; only as $\mu\to0$, where $q\to|k_R|$, does the error in the current grow to one half.

## The right solution

### The Boltzmann equation with both scattering terms

For elastic scattering the Pauli factors reduce to $f(1-f')-f'(1-f)=f-f'$, and $f_0$ cancels because the two states have equal energy. With $(2\pi/\hbar)n_iu^2=1/(\tau N_0)$, the steady state satisfies

$$Fv\cos\phi=\frac1{\tau N_0}\sum_{s'}\nu_{s'}\left\langle\tfrac12[1+ss'\cos(\phi-\phi')]\,[g_s(\phi)-g_{s'}(\phi')]\right\rangle_{\phi'} .$$

The first term in the last bracket gives $g_s/\tau$, by the lifetime calculation above. Multiplying by $\tau$,

$$Fv\tau\cos\phi=g_s(\phi)-\frac1{2N_0}\sum_{s'}\nu_{s'}\left\langle[1+ss'\cos(\phi-\phi')]\,g_{s'}(\phi')\right\rangle_{\phi'} .$$

Try $g_s=F\lambda_s\cos\phi$, where $\lambda_s$ is a transport length. Since $\langle\cos\phi'\rangle=0$ and $\langle\cos(\phi-\phi')\cos\phi'\rangle=\tfrac12\cos\phi$,

$$\lambda_s=v\tau+sA,\qquad A=\frac1{4N_0}\sum_{s'}s'\nu_{s'}\lambda_{s'} .$$

No other angular dependence can be added to this solution:

- The in-scattering kernel contains only a constant and first harmonics. A harmonic of second or higher order therefore has no in-scattering and no drive, and must vanish.
- A $\sin\phi$ part would obey the same equations without drive, $\lambda_s=sA$. Then $A=A\sum\nu_{s'}/(4N_0)=A/2$, so $A=0$.
- A constant part must satisfy $g_s=\sum_{s'}\nu_{s'}g_{s'}/(2N_0)$, so it is equal in both branches. It would change the electron density, which is fixed, and is therefore zero.

### Solving for the transport lengths

Insert $\lambda_{s'}=v\tau+s'A$ into the definition of $A$, with $s'^2=1$:

$$A=\frac{v\tau}{4N_0}\sum_{s'}s'\nu_{s'}+\frac{A}{4N_0}\sum_{s'}\nu_{s'}=-\frac{v\tau k_R}{2q}+\frac A2 .$$

Therefore

$$A=-\frac{v\tau k_R}{q}=-\frac{\alpha\tau}{\hbar},$$

$$\lambda_s=v\tau-\frac{s\alpha\tau}\hbar=\frac{\hbar\tau}m(q-sk_R)=\frac{\hbar k_s\tau}{m}.$$

The two branches have the same speed and the same lifetime, yet different transport lengths. The larger contour ($s=-1$ for $\alpha>0$) has the longer one.

### The spin density

The spin sum now gives

$$S_y=\frac\hbar2\sum_s\nu_s\left\langle-s\cos\phi\;F\lambda_s\cos\phi\right\rangle=-\frac{\hbar F}4\sum_ss\,\nu_s\lambda_s=-\hbar FN_0A=FN_0\alpha\tau .$$

With $F=-eE$ and $N_0=m/2\pi\hbar^2$,

$$\boxed{S_y=-\frac{e\tau m\alpha}{2\pi\hbar^2}\,E}$$

This is twice the tempting value. Since $S_y$ is proportional to $A$, the equation for $A$ can be read as $S_y=S_y^{(0)}+\tfrac12S_y$, where $S_y^{(0)}$ is the tempting answer. The term $\tfrac12S_y$ is the half of the spin that each collision preserves.

The other components vanish. $S_x$ contains $\langle\sin\phi\cos\phi\rangle=0$, and $S_z$ is zero because both branch spins lie in the plane. The Hamiltonian and the averaged disorder are unchanged when momentum and spin are rotated together about $z$, so for any in-plane field

$$\mathbf S=-\frac{e\tau m\alpha}{2\pi\hbar^2}\,\hat{\mathbf z}\times\mathbf E .$$

This is perpendicular to $\mathbf E$. At fixed $\tau$ and $E$ it is linear in $\alpha$ throughout the range $\mu>0$, not merely for small $\alpha$. The chemical potential has dropped out. Nothing required $\alpha>0$: reversing its sign exchanges the roles of the branches and reverses $\mathbf S$.

The size and sign have a simple reading. A drift wavevector $k_d=F\tau/\hbar$ turns the spin-orbit term into a mean energy $-\alpha k_d\sigma_y$. An ordinary gas with $N_0$ states per spin and energy would respond with a spin imbalance $2N_0\alpha k_d$, and thus with $S_y=(\hbar/2)(2N_0\alpha k_d)=FN_0\alpha\tau$. This analogy reproduces the result but does not replace the kinetic calculation, which determines how far the spins actually relax.

### The spin density per current

Each filled disc contributes $\pi k_s^2/(2\pi)^2$ to the electron density, so

$$n=\frac{k_+^2+k_-^2}{4\pi}=\frac{q^2+k_R^2}{2\pi}.$$

The current is

$$j=-\frac{eF}{2}\sum_s\nu_sv\lambda_s=-\frac{eF}{2}\sum_s\frac{k_s}{2\pi\hbar}\,\frac{\hbar k_s\tau}m=-\frac{eF\tau}{m}\,\frac{k_+^2+k_-^2}{4\pi}=\frac{ne^2\tau}mE .$$

This is the Drude law. Eliminating $E$,

$$\mathbf S=-\frac{m^2\alpha}{2\pi\hbar^2ne}\,\hat{\mathbf z}\times\mathbf j .$$

The scattering time has cancelled. At fixed density and current, too, the spin density is linear in $\alpha$ while both branches are occupied.

## Numbers

The given parameters lead to $k_R=1.312\times10^7\ \mathrm{m^{-1}}$ and

$$q=\sqrt{2\pi n-k_R^2}=2.503\times10^8\ \mathrm{m^{-1}}.$$

The Fermi radii are $k_+=q-k_R=2.372\times10^8\ \mathrm{m^{-1}}$ and $k_-=q+k_R=2.634\times10^8\ \mathrm{m^{-1}}$.

The assumptions can now be checked. The chemical potential is $47.6$ meV, so both branches are occupied. The branch splitting $2\alpha q=10.0$ meV is about 15 times $\hbar/\tau=0.658$ meV. The field shifts the distribution by about $eE\tau/\hbar=1.519\times10^5\ \mathrm{m^{-1}}$, far less than either Fermi radius or $k_R$.

The speed is $5.80\times10^5$ m/s, hence $v\tau=580$ nm. The transport lengths are $549$ nm in the upper branch and $610$ nm in the lower. They differ from $v\tau$ by only about 5%, but the spin density is itself a small difference between two branches with opposite spins, so this correction doubles it.

In units of $\hbar/2$, the boxed result reads

$$\frac{S_y}{\hbar/2}=-\frac1\pi\,\frac{eE\tau}\hbar\,k_R=-\frac{(1.5193\times10^5)(1.3123\times10^7)}{\pi}\ \mathrm{m^{-2}}=-6.35\times10^{11}\ \mathrm{m^{-2}} .$$

This is $-0.635\ \mathrm{\mu m^{-2}}$, or $S_y=-3.35\times10^{-23}\ \mathrm{J\,s\,m^{-2}}$. Divided by $n$, it is a polarization of $-6.3\times10^{-5}$. The current density is $0.564$ A/m, so $S_y/j=-5.94\times10^{-23}\ \mathrm{J\,s\,m^{-1}\,A^{-1}}$. The tempting solution would give $-0.317\ \mathrm{\mu m^{-2}}$ for the same field. Its relative error in the current, $k_R^2/(q^2+k_R^2)$, is only about 0.3%.

At fixed density, raising $\alpha$ from 20 to 80 meV nm changes $S_y$ from $-3.35\times10^{-23}$ to $-1.339\times10^{-22}\ \mathrm{J\,s\,m^{-2}}$, a factor of four. The numerical check obtains these values from a discretized Boltzmann equation, with scattering rates computed from numerical eigenvectors.

## Where the linear law ends

**One branch occupied.** The upper branch empties at $\mu=0$, where $q=k_R$ (taking $\alpha>0$) and $n=k_R^2/\pi$. At the density of the example this happens at $\alpha=\hbar^2\sqrt{\pi n}/m=270$ meV nm.

Beyond that point the lower branch has two Fermi contours, $k_a=k_R+aq$ with $a=\pm1$ and $0<q<k_R$. Both have $s=-1$. Their radial velocities are $(\hbar/m)(k_a-k_R)=av$, with $v=\hbar q/m$ as before, and their densities of states are $\nu_a=k_a/(2\pi\hbar v)=N_0k_a/q$. Thus

$$\sum_a\nu_a=\frac{2N_0k_R}{q},\qquad \sum_aa\,\nu_a=2N_0 .$$

The scattering rate is now $\sum\nu_a/(2N_0\tau)=k_R/(q\tau)$, while $\tau$ keeps its meaning as a measure of the disorder. The Boltzmann equation becomes

$$av\tau=\frac{k_R}q\lambda_a-B,\qquad B=\frac1{4N_0}\sum_b\nu_b\lambda_b .$$

Multiply by $\nu_a/4N_0$ and sum over $a$:

$$\frac{v\tau}2=\frac{k_R}qB-\frac{k_R}{2q}B=\frac{k_R}{2q}B,\qquad\text{so}\qquad B=\frac{v\tau q}{k_R}=\frac{\hbar\tau q^2}{mk_R}.$$

With $s=-1$ the spin component is $+\cos\phi$, which gives

$$S_y=\frac{\hbar F}4\sum_a\nu_a\lambda_a=\hbar FN_0B=FN_0\alpha\tau\,\frac{q^2}{k_R^2}=FN_0\alpha\tau\left(1+\frac\mu{E_R}\right),$$

where $E_R=m\alpha^2/2\hbar^2$ and $-E_R<\mu<0$. The result joins the linear law continuously at $\mu=0$ and then falls below it; at $\mu=-0.5E_R$ the factor is 0.5, as the numerical solution of the Boltzmann equation confirms. This regime needs $E_R\gg\hbar/\tau$. That holds at $\alpha=270$ meV nm ($E_R=24$ meV) but not at $\alpha=20$ meV nm, where $E_R=0.13$ meV is below $\hbar/\tau=0.66$ meV. Within about $\hbar/\tau$ of $\mu=0$ the splitting on the inner contour vanishes, the Boltzmann treatment does not apply, and level broadening rounds the kink. At fixed density, $n=(k_{+1}^2-k_{-1}^2)/4\pi=k_Rq/\pi$ makes $q$ proportional to $1/\alpha$, and the spin density then decreases as $\alpha^{-3}$. Close to the band bottom the scattering rate $k_R/(q\tau)$ grows without limit, and the weak-disorder treatment fails.

**Small splitting.** The Boltzmann equation assigns each electron to a branch and ignores quantum coherence between branches. This is justified when $2\alpha q\gg\hbar/\tau$, so the limit $\alpha\to0$ at fixed $\tau$ lies outside the derivation. Coherence can be included through the retarded and advanced Green functions $G^R$ and $G^A$. Keeping the product of one of each, which dominates for $\mu\tau/\hbar\gg1$, linear response gives

$$S_y=\frac{\hbar F}{2\pi}\int\!\frac{d^2k}{(2\pi)^2}\,\mathrm{Tr}\left[\frac{\hbar\sigma_y}2G^R(v_x+\Lambda)G^A\right],$$

$$\Lambda=n_iu^2\int\!\frac{d^2k}{(2\pi)^2}\,G^R(v_x+\Lambda)G^A .$$

Here $v_x=\hbar k_x/m-\alpha\sigma_y/\hbar$ is the velocity operator, and $\Lambda$ is its correction by repeated scattering. The second equation turns the first into $S_y=(\hbar F/2\pi n_iu^2)\,\mathrm{Tr}[\hbar\sigma_y\Lambda/2]$. If $\Lambda=c\,\alpha\sigma_y/\hbar$, the trace is $c\alpha$, and $1/(n_iu^2)=2\pi N_0\tau/\hbar$ gives $S_y=c\,FN_0\alpha\tau$. The Boltzmann result thus corresponds to $c=1$.

The Green functions are $G^R=(\mu-H+i\hbar/2\tau)^{-1}$ and $G^A=(G^R)^\dagger$, with the lifetime $\tau$ found above for both branches. The program solves for $\Lambda$ numerically at $\mu\tau/\hbar=200$ and finds $c=0.998$ both for a splitting of 57 times $\hbar/\tau$ and for one of only 2.8 times $\hbar/\tau$. In these two cases the linear law holds within one per cent, but at 2.8 times $\hbar/\tau$ the two branches still appear as separate peaks of the spectral function. The small deficit comes from using the fixed lifetime $\tau$ instead of a self-consistent one, which violates spin conservation in the ladder by $\delta\approx\hbar/(2\pi\mu\tau)$. With $x=2\alpha q\tau/\hbar$ it gives $1-c\approx\delta/\{\delta+x^2/[2(1+x^2)]\}$, so this scheme spuriously yields $c=0.86$ at $x=0.1$ and $c\to0$ as $x\to0$. If the broadening $\gamma$ in $G^R=(\mu-H+i\gamma)^{-1}$ is instead fixed by the self-consistent condition $n_iu^2\int\frac{d^2k}{(2\pi)^2}\,\tfrac12\mathrm{Tr}\,G^RG^A=1$, then $c=1.000$ from $x=57$ down to $x=0.03$, where the branches overlap completely.

**Other disorder.** The factor of two between the solutions was derived for point impurities, with the lifetime $\tau$ as the decay time in the tempting one. A potential of finite range makes the scattering probability depend on angle beyond the spinor overlap. The average spin kept in a collision, and with it the coefficient of $\mathbf S$, must then be calculated again from the Boltzmann equation with that probability.

## Computed values

```
effective mass / electron mass: 0.050
alpha: 20.0 meV nm
electron density n: 1.000e+16 m^-2
scattering time tau: 1.00 ps
electric field along x: 100.0 V/m
k_R = m alpha/hbar^2: 1.3123e+07 m^-1
q: 2.5032e+08 m^-1
upper-branch Fermi radius k_+: 2.3720e+08 m^-1
lower-branch Fermi radius k_-: 2.6344e+08 m^-1
chemical potential: 47.615 meV
Rashba energy E_R: 0.1312 meV
common Fermi speed: 5.7958e+05 m/s
branch splitting 2 alpha q: 10.013 meV
hbar/tau: 0.6582 meV
density of states per spin N0: 6.5182e+35 J^-1 m^-2
wavevector shift e E tau/hbar: 1.5193e+05 m^-1
transport length, upper branch: 549.19 nm
transport length, lower branch: 609.96 nm
v tau: 579.58 nm
current density j_x: 0.5636 A/m
S_y, Boltzmann solution: -3.34640e-23 J s m^-2
S_y, formula: -3.34640e-23 J s m^-2
S_y in units of hbar/2: -0.6346 um^-2
|S_x/S_y|: 1.5e-12
|S_z/S_y|: 3.3e-15
spin polarization S_y/(n hbar/2): -6.3465e-05
S_y/j_x: -5.9377e-23 J s m^-1 A^-1
uniform-relaxation-time S_y / correct S_y: 0.50000
alpha -20.0 meV nm: S_y = 3.34640e-23 J s m^-2
alpha 10.0 meV nm: S_y = -1.67320e-23 J s m^-2
alpha 20.0 meV nm: S_y = -3.34640e-23 J s m^-2
alpha 40.0 meV nm: S_y = -6.69280e-23 J s m^-2
alpha 80.0 meV nm: S_y = -1.33856e-22 J s m^-2
alpha where upper branch empties: 270.12 meV nm
S_y / linear law at mu = -0.2 E_R: 0.80000
S_y / linear law at mu = -0.5 E_R: 0.50000
splitting*tau/hbar = 56.57: vertex correction/(alpha sigma_y/hbar) = 0.99842
splitting*tau/hbar = 2.83: vertex correction/(alpha sigma_y/hbar) = 0.99821
```
